# Tuning smeared contact terms to Rydberg levels and measuring the error

## A weak short-range error in hydrogen

Atomic units are used throughout, and only S states are treated. Let \(V_t\) be the true potential and \(V_e\) an effective one with the same Coulomb tail. Their difference \(\Delta V=V_e-V_t\) has short range. Suppose first that both are so close to \(-1/r\) that first-order perturbation theory suffices.

The hydrogen radial function obeys \(u''=2(-1/r-E)u\). Near the origin, normalize it instead to \(\varphi(0)=0,\ \varphi'(0)=1\). Insert \(\varphi=r+\alpha r^2+\beta r^3+\dots\). The constant terms give \(2\alpha=-2\), and the terms in \(r\) give \(6\beta=-2\alpha-2E\). Hence

\[
\varphi=r-r^2+\tfrac13(1-E)r^3+\dots,\qquad
\varphi^2=r^2-2r^3+\left(\tfrac53-\tfrac23E\right)r^4+\dots
\]

Energy first enters multiplied by \(r^4\), two powers of \(r\) beyond the leading term.

The normalized function is \(u_n=u_n'(0)\varphi\). To find \(u_n'(0)\), multiply the radial equation by \(u_n'\) and integrate over \(r\). An integration by parts gives \(u_n'(0)^2=2\langle dV/dr\rangle=2\langle r^{-2}\rangle\). Differentiating \(E=-1/[2(n_r+l+1)^2]\) and the centrifugal term \(l(l+1)/(2r^2)\) with respect to \(l\) gives \(\langle r^{-2}\rangle=2/n^3\) at \(l=0\). So \(u_n'(0)^2=4/n^3\), and

\[
\delta E_n=\frac{4}{n^3}K(E_n),\qquad K(E)=\int_0^\infty \Delta V\,\varphi^2\,dr .
\]

Write \(E=-1/(2\nu^2)\), where \(\nu=n-\mu\) and \(\mu\) is the quantum defect. Then \(\delta E=\delta\nu/\nu^3\) to first order, so \(\delta\nu_n=4K(E_n)\). Below, "defect error" means \(\delta\nu=-\delta\mu\). The factor \(n^3\) has cancelled, and the defect error tends to a constant at small \(|E|\).

Now adjust a contact term until \(K(E_1)=0\). To leading order in the range,

\[
\delta\nu_n=-\tfrac83\,(E_n-E_1)\int_0^\infty r^4\Delta V\,dr .
\]

The corrections are large unless the range is a small fraction of a bohr, so this formula shows the structure of the error and not its size in the worked example below. A second term can enforce \(K(E_1)=K(E_2)=0\). This removes the linear part and leaves a multiple of \((E_n-E_1)(E_n-E_2)\). Each term removes one order of the expansion in energy, so the remaining defect error gains one factor \((E_n-E_i)\).

## Statement without perturbation theory

Tune \(k\) terms so that \(k\) shallow levels \(E_i\) agree. When the remaining defect error is small,

\[
\delta\nu_n=C(E_n)\prod_{i=1}^{k}(E_n-E_i),
\]

with \(C\) slowly varying at low energy. For \(|E_n|\) well above every \(|E_i|\), but below the short-range energy scale, a log-log plot of \(|\delta\nu|\) against \(|E|\) has slope \(k\), provided \(C(0)\ne0\).

The power depends on which error is plotted. Since \(\delta E/E=-2\,\delta\nu/\nu\) and \(1/\nu=\sqrt{2|E|}\), the relative energy error has slope \(k+\tfrac12\). Close to a tuned level the plot is not straight, because the local slope is

\[
\frac{d\ln|\delta\nu|}{d\ln|E|}=\sum_i\frac{E}{E-E_i}+\frac{d\ln|C|}{d\ln|E|}.
\]

## The effective potential

\[
V_e=-\frac{1}{r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,a}\right)+c\,a^2\delta_a(r)+d\,a^4\nabla^2\delta_a(r),
\qquad
\delta_a=\frac{e^{-r^2/2a^2}}{(2\pi)^{3/2}a^3}.
\]

The first term is the attraction of a unit charge smeared with density \(\delta_a\). It joins \(-1/r\) with a Gaussian-small error. For the last term, \(\delta_a'=-(r/a^2)\delta_a\) and \(\delta_a''=(r^2/a^4-1/a^2)\delta_a\), so

\[
a^4\nabla^2\delta_a=a^4\left(\delta_a''+\tfrac2r\delta_a'\right)=(r^2-3a^2)\,\delta_a .
\]

Both couplings have the unit hartree bohr.

## Derivation

**Level identity.** Let \(\varphi_t,\varphi_e\) solve \(\varphi''=2(V-E)\varphi\) in the two potentials at bound energies \(E_t,E_e\), again with \(\varphi(0)=0\) and \(\varphi'(0)=1\). The integral of \(\varphi_t\varphi_e''-\varphi_e\varphi_t''=(\varphi_t\varphi_e'-\varphi_e\varphi_t')'\) vanishes, since both functions vanish at the origin and at infinity. Substituting the radial equations gives

\[
(E_e-E_t)\,N=\int_0^\infty\varphi_t\,\Delta V\,\varphi_e\,dr,\qquad N=\int_0^\infty\varphi_t\varphi_e\,dr. \tag{1}
\]

This holds for any strength of \(\Delta V\).

**Analyticity.** The radial equation and its initial conditions are equivalent to

\[
\varphi(r)=r+\int_0^r(r-s)\,2[V(s)-E]\,\varphi(s)\,ds, \tag{2}
\]

as two differentiations show. Put \(\varphi=rw\). If \(|2s(V-E)|\le M\) on the interval, the \(m\)-th iterate contributes at most \((Mr)^m/m!\) to \(w\), because \(0\le1-s/r\le1\). The series converges uniformly for bounded \(E\), and each iterate is a polynomial in \(E\). So \(\varphi\) is analytic in \(E\) at every finite \(r\).

Define \(G(E)=\int\varphi_t(r;E)\,\Delta V\,\varphi_e(r;E)\,dr\). Away from eigenvalues each \(\varphi\) can grow like \(e^{\kappa r}\), with \(\kappa\le\sqrt{2|E|}\), times a slower factor. If \(\Delta V\) falls like \(e^{-r/b}\), the integral converges for \(2\sqrt{2|E|}<1/b\), that is, for \(|E|<1/(8b^2)\). This is a sufficient condition for analyticity; it does not say how fast \(G\) varies.

**Zeros.** If both theories have the level \(E_i\), the left side of (1) is zero there, so \(G(E_i)=0\). An analytic function can be divided by its zeros, hence \(G(E)=g(E)\prod_i(E-E_i)\) with \(g\) analytic.

At an untuned level the right side of (1) contains two different energies. Write it as \(G(E_t)+J\,\delta E\), where \(J\) is the mean derivative with respect to the second energy. Then

\[
\delta E=\frac{G(E_t)}{N-J}.
\]

The energy mismatch changes the denominator and leaves the zeros in place.

**Powers of \(\nu\).** For a Rydberg state with small \(\delta\nu\), the semiclassical form is \(\varphi\approx\mathcal A\,p^{-1/2}\cos(\text{phase})\), with \(p=\sqrt{2/r-1/\nu^2}\). The amplitude is fixed near the origin and varies slowly with energy. It differs between the two theories, because \(\varphi'(0)=1\) is imposed in different short-range potentials, while the phases nearly coincide when \(\delta\nu\) is small; below, \(\mathcal A^2\) stands for the product \(\mathcal A_t\mathcal A_e\). Averaging the squared cosine to \(\tfrac12\) and substituting \(r=2\nu^2\sin^2t\) gives

\[
N\approx\frac{\mathcal A^2}{2}\int_0^{2\nu^2}\frac{dr}{p}
=\frac{\mathcal A^2}{2}\,4\nu^3\int_0^{\pi/2}\sin^2t\,dt
=\frac{\pi}{2}\mathcal A^2\nu^3 .
\]

Since \(N\) grows as \(\nu^3\), \(J\) can be dropped at leading order. With \(\delta\nu\approx\nu^3\delta E\),

\[
\delta\nu\approx\frac{2}{\pi\mathcal A^2}\,g(E)\prod_i(E-E_i),
\]

which identifies \(C\).

The untuned case needs a separate remark, because its \(\delta\nu\) need not be small. With the same substitution, \(\int_0^{2\nu^2}p\,dr=\pi\nu\). Quantization therefore reads \(\pi\nu+\theta(E)=n\pi\), where the phase \(\theta\) is set at short distance. Each theory has a defect \(\mu=\theta/\pi\) that tends to a constant, and so does their difference. The slope is zero for \(k=0\).

## Scheme

Choose \(R\) beyond all short-range forces. Inside, solve (2) for \(w\) on Gauss–Legendre nodes. Outside, the decaying solution is

\[
T_\nu(r)=r\,e^{-r/\nu}\,U(1-\nu,2,2r/\nu).
\]

To verify this, insert \(u=re^{-r/\nu}y(z)\), \(z=2r/\nu\), into \(u''=(1/\nu^2-2/r)u\). The result is Kummer's equation \(zy''+(2-z)y'-(1-\nu)y=0\), and \(U\) is its solution without exponential growth.

```
F(nu, V):
    E = -1/(2 nu^2)
    solve w = 1 + int_0^r (1-s/r) 2s(V-E) w ds
    get phi(R), phi'(R) from w by quadrature
    return [phi'(R) T(R) - phi(R) T'(R)] / norms

levels(V):
    scan F on a nu grid finer than the level spacing
    number sign changes from below: n = 1, 2, ...
    refine each by bracketing

one term:
    lower c from 0 until F(nu_1, V(c,0)) changes sign
    refine c by bracketing

two terms:
    c(d) = root of F(nu_1, V(c,d)), followed from d = 0
    step d until F(nu_2, V(c(d),d)) changes sign
    refine d by bracketing

check that tuned levels carry the same n in both theories
predict other levels; tabulate log|dnu| against log|E|
```

**Cost.** Each evaluation of \(F\) needs one dense linear solve, of order \(M^3\) operations for \(M\) nodes; here \(M=80\). During tuning the energies are fixed, so \(T_\nu\) is computed once per tuned level. The two-term search nests one root search inside another.

## Worked example

The hidden force is \(-A e^{-r/b}\) with \(A=8\) hartree and \(b=0.2\) bohr, added to \(-1/r\). The smearing width is \(a=0.5\) bohr and \(R=10\) bohr. These are model parameters and represent no particular atom. One term is tuned to 20S, two terms to 20S and 30S. The full tables are in the numerical output.

| State | \(\log_{10}\lvert E\rvert\) | 0 terms | 1 term | 2 terms |
|---|---|---|---|---|
| 2S | −0.820 | −0.478 | −2.187 | −3.073 |
| 4S | −1.466 | −0.485 | −2.869 | −4.429 |
| 8S | −2.088 | −0.487 | −3.553 | −5.764 |

The last three columns are \(\log_{10}|\delta\nu|\), with \(E\) in hartree. Plotted against the second column, they give one flat line and two rising ones.

The slopes fitted from 4S to 8S are 0.003, 1.097 and 2.144. The excess over 1 and 2 comes mainly from the zeros at the tuned levels. For one term, \(E/(E-E_{20})\) is \(0.03423/0.03295=1.04\) at 4S and \(0.00817/0.00690=1.18\) at 8S. After division by \(\prod_i(E_n-E_i)\), the remaining slopes are 0.003, 0.007 and 0.016.

The 4S state shows the arithmetic. With one term, \(C=0.04105\) hartree\(^{-1}\), so

\[
\delta\nu=0.04105\times(-0.03423+0.00127)=-1.35\times10^{-3}.
\]

With two terms, \(C=0.03355\) hartree\(^{-2}\), and

\[
\delta\nu=0.03355\times(-0.03295)(-0.03366)=3.72\times10^{-5}.
\]

Since \(\nu^3=(4-0.1779)^3=55.8\), the corresponding energy errors are \(-2.4\times10^{-5}\) and \(6.7\times10^{-7}\) hartree. Here \(C\) is read from the computed level; the evidence for the law is that \(C\) hardly changes between levels. The 2S value exceeds the 8S value by about 2%, 7% and 14% of the 8S value for zero, one and two terms.

The relative energy errors have slopes 0.460, 1.598 and 2.644. The first lies below \(\tfrac12\) because the untuned \(\delta\nu\approx0.33\) is not small. With \(x=\delta\nu/\nu\), the relative error is \((1+x)^{-2}-1=-2x(1-\tfrac32x+\dots)\). Since \(x\propto|E|^{1/2}\), the bracket lowers the slope by about \(\tfrac34x\), or 0.04 near 6S, where \(x\approx0.056\).

Several tests support the derivation. Levels 1S to 3S of the true and two-term potentials agree with diagonalization in a Laguerre basis to better than \(10^{-7}\) hartree. Identity (1) reproduces the 3S energy error in all three theories. For the two-term theory, \(N/\nu^3\) is 0.2120 bohr\(^3\) at 4S and 0.2134 bohr\(^3\) at 8S, consistent with the \(\nu^3\) growth.

## Reading the couplings

The one-term fit gives \(c=-25.9\) hartree bohr. The two-term fit gives \(c=5.0\) and \(d=16.2\) hartree bohr, so \(c\) has changed sign. The factor multiplying \(\delta_a\) explains how the force can still attract. At the origin it is

\[
ca^2-3da^2=1.25-12.19=-10.9\ \text{hartree bohr}^3,
\]

compared with \(-6.5\) for one term. It changes sign at \(r^2=3a^2-ca^2/d=0.673\) bohr\(^2\), or \(r=0.82\) bohr. The two-term contact force is thus a deeper centre with a repulsive rim. Its volume integral is \(ca^2=+1.25\) hartree bohr\(^3\), so it would repel if \(\varphi\) were simply \(r\). It attracts because \(\varphi/r\) is larger at the centre than at the rim, which makes its integral against \(\varphi_e^2\) negative, about \(-0.10\) hartree bohr\(^3\). A coupling has meaning only together with \(a\) and the other terms retained; the sign of \(c\) alone does not give the sign of the hidden force.

## Stability and failure modes

**Input errors.** Suppose the tuning defects carry errors \(\epsilon_1,\epsilon_2\). At leading order the two-term theory extrapolates them linearly in energy:

\[
\delta\nu_{\rm data}(E)\approx\epsilon_1\frac{E-E_2}{E_1-E_2}+\epsilon_2\frac{E-E_1}{E_2-E_1}.
\]

For 20S and 30S, \(|E_1-E_2|=7.10\times10^{-4}\) hartree. At 2S this linear estimate gives factors of about 212 and 211 in size. So far from the tuned levels, curvature in energy also matters; in this model it raises them to about 273 and 272. The truncation error there is \(8.5\times10^{-4}\), so data errors stay below it in the worst case if each is below about \(8.5\times10^{-4}/545\approx1.5\times10^{-6}\). Dividing by \(\nu^3\) gives an energy accuracy of about \(2\times10^{-10}\) hartree at 20S and \(6\times10^{-11}\) hartree at 30S. Such shallow levels expose the power law cleanly, but they demand precise data. More widely spaced levels reduce the amplification. Raising the upper level above 30S gains less than a factor of two; a larger gain requires a deeper lower level, which moves a zero toward the plotted range.

**High energy.** The true 1S energy is \(-0.801\) hartree. The three theories give \(-0.375\), \(-0.933\) and \(-0.727\) hartree, errors of 53%, 16% and 9% relative to the true value. The second term now gains less than a factor of two. Extrapolating the 8S coefficients, the one- and two-term errors become equal near \(0.0406/0.0328\approx1.2\) hartree. This is an estimate of where the second term stops helping, not a sharp limit.

**Wrong tail.** If \(\Delta V\) falls only as a power of \(r\), as when a polarization potential is omitted, the integral for \(G\) no longer converges in a disk around \(E=0\). The proof given above then no longer applies, but the law need not fail. Semiclassically, a tail \(r^{-s}\) in a Coulomb field adds to the defect a nonanalytic term proportional to \(|E|^{s-3/2}\,\Gamma(\tfrac32-s)/\Gamma(2-s)\), which vanishes for integer \(s\ge2\), including the \(r^{-4}\) polarization tail. If \(-0.1/(r^2+1)^2\) is added to the true potential of this model and omitted from \(V_e\), \(C\) still changes by less than 1% between 4S and 8S for one and two terms. For non-integer \(s\) the term survives, and \(C\) can drift with energy. Putting a known tail into \(V_e\) restores the conditions of the proof.

**Wrong branch.** A strong contact attraction can bind an extra state and match the tuned energy with a different \(n\). Comparing the root counts detects this. The scan must start below the deepest state, or the labels shift.

**Deep levels.** At large \(R/\nu\), \(F\) is dominated by the growing exponential except very close to the root, within a relative distance that shrinks like \((2R/\nu)^{2\nu}e^{-2R/\nu}\) as \(R\) increases. It then resembles a step, so bracketing is safer than Newton iteration.

**No solution for \(d\).** The argument gives the error once tuning has succeeded; it does not guarantee that real couplings exist for every \(a\). If the second condition shows no sign change, another smearing width should be tried.

## Computed results

```
hidden force: A = 8.0 hartree, b = 0.2 bohr
smearing width a = 0.5 bohr, matching radius R = 10.0 bohr
one term:  c = -25.931637 hartree bohr
two terms: c = 5.008362, d = 16.249934 hartree bohr
tuning level 20S: E = -0.0012723881 hartree, defect = 0.17673411
tuning level 30S: E = -0.0005621586 hartree, defect = 0.17670915
true levels: n, E (hartree), quantum defect
 1 -0.801275426 0.21006003
 2 -0.151307009 0.18216074
 3 -0.062826092 0.17892274
 4 -0.034226762 0.17789954
 5 -0.021498894 0.17744772
 6 -0.014747133 0.17720892
 7 -0.010740583 0.17706749
 8 -0.008169976 0.17697686
 9 -0.006422870 0.17691532
10 -0.005181677 0.17687162
log10|E/hartree| and log10|defect error| for 0, 1, 2 terms
 1  -0.0962  -0.4382  -1.2372  -1.4018
 2  -0.8201  -0.4778  -2.1868  -3.0729
 3  -1.2019  -0.4831  -2.5920  -3.8795
 4  -1.4656  -0.4849  -2.8688  -4.4292
 5  -1.6676  -0.4857  -3.0831  -4.8524
 6  -1.8313  -0.4861  -3.2607  -5.2005
 7  -1.9690  -0.4863  -3.4146  -5.4994
 8  -2.0878  -0.4865  -3.5526  -5.7644
 9  -2.1923  -0.4866  -3.6798  -6.0052
10  -2.2855  -0.4867  -3.7997  -6.2288
slopes fitted to 4S..8S, for 0, 1, 2 terms
defect error:          0.003 1.097 2.144
after zeros divided out: 0.003  0.007  0.016
relative energy error: 0.460 1.598 2.644
defect error / product of (E_n - E_i), units hartree^-k
 2 0.332798 0.043347 0.037385
 4 0.327428 0.041050 0.033553
 8 0.326207 0.040615 0.032783
3S energy error (hartree): matching, Wronskian identity
0 terms: 1.24299767e-02 1.24299767e-02
1 terms: -1.14106469e-04 -1.14106469e-04
2 terms: 5.87762255e-06 5.87762255e-06
overlap/nu^3 (bohr^3): 4S 0.211974, 8S 0.213366
largest gap to diagonalization: 3.6e-10 hartree
1S energy (hartree) with 0, 1, 2 terms: -0.375088 -0.933071 -0.726523
```
